# Why a Trap Left Neutral Shows No Coulomb Poole-Frenkel Lowering

The barrier that an electron must cross to leave a trap is shaped at long range by the charge it leaves behind. If the empty trap carries charge $+e$, a field $F$ lowers the barrier by

$$\Delta=2\sqrt{Af},\qquad A=\frac{e^2}{4\pi\varepsilon_0\varepsilon},\qquad f=eF, \tag{1}$$

where $\varepsilon$ is the relative permittivity of the host. This is ordinary Poole-Frenkel lowering. If the empty trap is neutral, the Coulomb tail is absent, and so is the $\sqrt F$ law. What remains is a small lowering from the core of the trap and its polarizability, together with thermally assisted tunnelling. For the model below, at 0.5 MV/cm and 300 K, the donor barrier falls by 0.27 eV and the neutral trap's barrier by about 0.02 eV.

## The belief and its appeal

The belief runs as follows. A trap attracts its electron; an applied field tilts the potential; the tilted funnel has a lower rim; therefore emission from any trap grows as $\exp(\text{const}\times\sqrt F/kT)$.

Two things make this tempting. The first three statements are true of any trap, and a sketch of a tilted well looks much the same whatever its tail. Moreover, a trap that is neutral when empty has charge $-e$ when filled, so it *is* a charged centre before emission, and a charged centre suggests a Coulomb potential.

The error lies in counting the escaping electron among the sources of its own potential. Remove it first, then count. A filled donor is neutral, but without its electron it has charge $+e$. A filled acceptor-like trap has charge $-e$, but without its electron it has charge zero. By Gauss's law a spherical distribution of total charge $+e$ gives the electron a potential energy $-A/r$ outside it, and one of total charge zero gives nothing.

I assume one isolated trap, without a permanent dipole, in a uniform continuum with an isotropic electron mass $m$. Energies are measured from the band edge at the trap site, and $x$ points along the force on the electron. Both traps have the same zero-field depth $E_t$.

## The donor

For the empty donor

$$U=-\frac{A}{r}-fx .$$

A saddle needs zero gradient. The sideways component, $Ay/r^3=0$, puts it on the axis. The component along $x$ gives $Ax/r^3=f$, hence $x>0$ and

$$r_s=\sqrt{A/f}. \tag{2}$$

There $A/r_s=fr_s=\sqrt{Af}$, so $U=-2\sqrt{Af}$, which is equation (1). In terms of the field, $\Delta=\sqrt{e^3F/(\pi\varepsilon_0\varepsilon)}$.

No path around the axis does better. Every way out crosses the sphere $r=r_s$, on which

$$U=-\frac{A}{r_s}-fr_s\cos\theta\ \ge\ -2\sqrt{Af}.$$

The path along the axis attains this value, so it is the lowest pass.

If the prefactor of the thermal rate is held fixed, the field multiplies emission by $\exp(\Delta/kT)$.

## The neutral trap: core and polarization

Let the neutral trap bind by a short-range well of radius $a$. Outside it, $U=-fx$. Every exit crosses the sphere $r=a$, where the lowest energy is $-fa$, at $x=a$. Beyond that point the potential falls steadily. The lowering is therefore

$$\Delta_{\rm core}=fa,\qquad \frac{\Delta_{\rm core}}{\Delta}=\frac{fa}{2fr_s}=\frac{a}{2r_s}. \tag{3}$$

The ratio shows the physics: the field does work over the distance to the barrier top, and a Coulomb tail puts that top far away. As $F\to0$, $r_s$ grows and the ratio vanishes.

A neutral centre can still be polarized by the departing electron. The electron's field at the trap has magnitude $E=A/(er^2)$. An induced dipole $p$ costs $p^2/(2\alpha)$ and gains $pE$. The minimum is at $p=\alpha E$, with energy $-\tfrac12\alpha E^2$. Writing $\alpha=4\pi\varepsilon_0\alpha'$, with $\alpha'$ a volume, and $k_e=e^2/(4\pi\varepsilon_0)$, we have $\alpha/e^2=\alpha'/k_e$ and

$$U=-\frac{C}{r^4}-fx,\qquad C=\frac{\alpha'A^2}{2k_e}.$$

Here $\alpha'$ is the excess over the host; were it negative, the tail would repel. On the axis $dU/dr=4C/r^5-f=0$, so

$$r_p=\left(\frac{4C}{f}\right)^{1/5},\qquad \frac{C}{r_p^4}=\frac{fr_p}{4},\qquad \Delta_{\rm pol}=\frac54fr_p\propto F^{4/5}. \tag{4}$$

The sphere argument applies again, with radius $r_p$, provided $r_p>a$. This lowering replaces $fa$ and is not added to it.

## The neutral trap: tunnelling

Without a Coulomb tail there is still a field effect. Heat may lift the electron to an energy $E$ below the band edge, from where it tunnels through the triangle $E-fx$. Compared with lifting it to the edge, this gains a factor $e^{E/kT}$ and pays a penetration exponent

$$\frac{2}{\hbar}\int_0^{E/f}\!\sqrt{2m(E-fx)}\,dx=\frac{4\sqrt{2m}}{3\hbar f}E^{3/2}.$$

The best compromise maximizes $E/kT$ minus this exponent:

$$\frac1{kT}=\frac{2\sqrt{2mE}}{\hbar f}\quad\Rightarrow\quad E_*=\frac{\hbar^2f^2}{8m(kT)^2}.$$

At $E_*$ the penetration exponent equals $\tfrac23E_*/kT$, which leaves a net gain of $E_*/(3kT)$:

$$\text{factor}=\exp\!\left[\frac{\hbar^2f^2}{24m(kT)^3}\right]. \tag{5}$$

For a zero-range trap the prefactor is one, if the band states are taken as undisturbed by the trap's own well. To see this, let emission at each energy be proportional to the band's local density of states at the trap, with a constant matrix element and a thermal weight. The sum over energies is then $K(0;\beta)$, where $\beta=1/kT$ and $K(\mathbf r;\beta)$ starts as a delta function at the trap and obeys

$$\frac{\partial K}{\partial\beta}=D\nabla^2K+fxK,\qquad D=\frac{\hbar^2}{2m}.$$

Try

$$K=(4\pi D\beta)^{-3/2}\exp\!\left[-\frac{r^2}{4D\beta}+\frac{f\beta x}{2}+c\beta^3\right].$$

Dividing the equation by $K$, its left side is

$$-\frac{3}{2\beta}+\frac{r^2}{4D\beta^2}+\frac{fx}{2}+3c\beta^2 .$$

The right side is $D(\nabla^2\ln K+|\nabla\ln K|^2)+fx$, that is

$$-\frac{3}{2\beta}+\frac{r^2}{4D\beta^2}-\frac{fx}{2}+\frac{Df^2\beta^2}{4}+fx .$$

They agree if $c=Df^2/12=\hbar^2f^2/(24m)$. At $r=0$, dividing by the zero-field value leaves $e^{c\beta^3}$, which is equation (5). The trap must be deep, $E_*\ll E_t$, because the sum over energies has no lower cut-off.

The well can also reshape the final waves. If the empty trap keeps a zero-range well with its level at $-E_t$, the density of states at the trap, at an energy $E$ below the edge, is multiplied by about $(1-\sqrt{E/E_t})^{-2}$ relative to its value at the edge, because the energy lies closer to the bound level. Equation (5) is then an underestimate.

## The numbers

Take $\varepsilon=4$, $m=0.5\,m_e$, $E_t=1$ eV and $T=300$ K, with $a=0.3$ nm and $\alpha'=0.003$ nm³ for the neutral trap. Then $kT=0.02585$ eV, $k_e=1.440$ eV nm, $A=1.440/4=0.360$ eV nm and $\hbar^2/m=0.1524$ eV nm². A field of 0.5 MV/cm gives $f=0.05$ eV/nm.

For the donor,

$$r_s=\sqrt{0.360/0.05}=2.68\ \text{nm},\qquad \Delta=2\sqrt{0.360\times0.05}=0.268\ \text{eV}.$$

The remaining barrier is 0.732 eV, and the rate factor is $e^{0.2683/0.02585}=e^{10.38}\approx3.2\times10^4$.

For the neutral trap, the core gives $fa=0.015$ eV, a factor of 1.8. The polarization constant is $C=0.003\times0.360^2/(2\times1.440)=1.35\times10^{-4}$ eV nm⁴, whence

$$r_p=(0.0108)^{1/5}=0.404\ \text{nm},\qquad \Delta_{\rm pol}=1.25\times0.05\times0.404=0.025\ \text{eV},$$

a factor of 2.7. The tunnelling exponent is

$$\frac{0.1524\times0.05^2}{24\times0.02585^3}=0.92,$$

a factor of 2.5. Multiplying the last two gives 6.7. With all prefactors held fixed, the donor's factor is larger by about $5\times10^3$; a later section relaxes that assumption.

The value 6.7 is a generous allowance, not a predicted rate. A distance of 0.4 nm is atomic, where a continuum permittivity is doubtful, and it is much shorter than the thermal length $\hbar/\sqrt{mkT}=2.4$ nm. The electron's wave averages over so small a region, so the classical factor 2.7 largely disappears: to first order in the polarization tail, cut off at $r=a$, the field factor changes by less than 1%. Tunnelling alone is the better estimate: a factor of 2.5 from equation (5), or about 4.1 if the density of states is summed numerically with a zero-range well at 1 eV included, the sum being stopped above the bound level. The radius $a=0.3$ nm is as large as the decay length $\hbar/\sqrt{2mE_t}=0.28$ nm of the bound state, so the zero-range picture is only rough: an s-wave estimate for a square well of that radius with the same level gives about 5. Figures given below for the trap's well are zero-range ones unless stated otherwise.

With all other settings fixed, the field dependence is:

| $F$ (MV/cm) | $\Delta$ (eV) | $\Delta_{\rm pol}$ (eV) | $\Delta/kT$ | exponent of (5) |
|---|---|---|---|---|
| 0.10 | 0.120 | 0.007 | 4.64 | 0.04 |
| 0.25 | 0.190 | 0.015 | 7.34 | 0.23 |
| 0.50 | 0.268 | 0.025 | 10.38 | 0.92 |
| 1.00 | 0.379 | 0.044 | 14.68 | 3.68 |

A tenfold field multiplies the donor exponent by $\sqrt{10}$ and the tunnelling exponent by 100. At 1 MV/cm equation (5) alone speeds up the neutral trap about fortyfold, and including the trap's well raises this to about 190-fold (roughly 330-fold for the square well of radius 0.3 nm). "No Poole-Frenkel lowering" therefore does not mean "no field dependence".

## A straight line can mislead

Plot the logarithm of the rate against $z=\sqrt F$. With equation (1) and a fixed prefactor, the donor gives a straight line; averaging over directions, as done below, makes it less steep at low field. The neutral contributions vary as $z^2$ (core), $z^{8/5}$ (polarization) and $z^4$ (tunnelling). All start with zero slope and keep steepening within the range of these formulas, whereas the donor's slope settles towards a constant. A wide range of fields therefore helps to separate the two traps.

A narrow range may not. Between 0.5 and 1 MV/cm the tunnelling exponent of the neutral trap rises from 0.92 to 3.68. Its mean slope is $2.76/(1-\sqrt{0.5})=9.4$ per $(\text{MV/cm})^{1/2}$, against 14.7 for the donor with a fixed prefactor. The neutral curve does bend: midway in $\sqrt F$ its exponent is 1.95, about 0.35 below the straight line joining its ends. That is a factor of 1.4 in rate, which a few scattered points can hide. Since the Poole-Frenkel slope varies as $\varepsilon^{-1/2}$, someone who fitted a line to such points and read its slope as Coulomb lowering would infer

$$\varepsilon\approx4\left(\frac{14.7}{9.4}\right)^2\approx10,$$

a number that could pass for the static permittivity of an insulator, obtained from a trap with no Coulomb tail. These figures use equation (5); including the trap's well raises the mean slope to about 13 and gives $\varepsilon\approx5$ (about 14 and $\varepsilon\approx4.3$ for the square well of radius 0.3 nm), which could equally be taken for a real permittivity. Temperature helps to separate the cases: at fixed field the donor exponent $\Delta/kT$ varies as $1/T$, the exponent of equation (5) as $1/T^3$. The contrast is weaker once the trap's well and the donor's changing prefactor are included. Near 300 K, at 0.5 to 1 MV/cm, the logarithm of the neutral trap's rate factor then varies as about $T^{-2.6}$, and the donor's as a power between $T^{-1}$ and about $T^{-1.8}$, depending on how the electron moves. The neutral trap's powers also assume a matrix element independent of energy; in a real deep trap that emits with many phonons and relaxes the lattice, both the size of the exponent and its power of $T$ change.

## How firm is the donor's number?

The comparison would be unfair if tunnelling were granted to the neutral trap and denied to the donor. Expand the donor potential about its saddle. Along the field, $d^2(-A/x)/dx^2=-2A/r_s^3$. Sideways, $-A/\sqrt{r_s^2+y^2}\approx-A/r_s+Ay^2/(2r_s^3)$, so the curvature is $+A/r_s^3$ in each of two directions. Define

$$u=\frac{\hbar}{2kT}\sqrt{\frac{2A}{mr_s^3}},\qquad v=\frac{u}{\sqrt2}.$$

An inverted parabola transmits with probability $1/(1+e^{-\pi y/u})$ at energy $ykT$ above its top, a standard result. The thermal average relative to classical passage is

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-\pi y/u}}=\frac{u}{\sin u},\qquad 0<u<\pi .$$

Sideways confinement acts the other way. For each direction the quantum sum $\sum_n e^{-(2n+1)v}=1/(2\sinh v)$ replaces the classical $1/(2v)$, which gives a factor $v/\sinh v$. For small $u$ the product is

$$\frac{u}{\sin u}\left(\frac{v}{\sinh v}\right)^2\approx1+\frac{u^2}{6}-\frac{v^2}{3}=1,$$

because $u^2=2v^2$. To this order the gain cancels the loss, since the three curvatures of a Coulomb potential sum to zero. At 0.5 MV/cm, $u=1.46$ and $v=1.03$, and the factors are $1.47\times0.71=1.04$. Replacing the parabola below the top by the WKB penetration of the true barrier, integrated numerically, changes 1.04 to 1.01. The parabolic estimate breaks down at 1.4 MV/cm, where $u=\pi$.

The classical saddle also has to lie well outside the effective Bohr radius $\hbar^2/(mA)=0.42$ nm, as 2.68 nm does. A light mass or a high permittivity enlarges that radius and can spoil equation (1) even for a genuine donor.

The directional average matters more. Along a ray at angle $\theta$ to the force, $f$ becomes $f\cos\theta$ and the lowering $\Delta\sqrt{\cos\theta}$. Suppose that each direction emits independently and that the backward half keeps its zero-field rate, which is a convention. With $g=\Delta/kT$ and $\cos\theta=s^2$, the rate factor is

$$\frac12+\int_0^1 s\,e^{gs}\,ds=\frac12+\frac{1+(g-1)e^g}{g^2}.$$

This gives $2.8\times10^3$ instead of $3.2\times10^4$.

Nor is the prefactor really fixed. At zero field, the classical outward flux through a sphere around the donor varies as $r^2e^{A/(rkT)}$, which is smallest at $r=A/(2kT)=7$ nm. The field moves this bottleneck inwards and makes it narrower. Counting the one-way flux through the tightest sphere, with and without the field, gives a factor of only about 60. If the electron diffuses instead, Onsager's formula $2I_1(g)/g$, with $I_1$ a modified Bessel function, gives about 740. Against the neutral trap's tunnelling factor of 2.5, these are about 24 and 300 times larger; against 4.1, about 15 and 180 times. At 0.5 MV/cm the donor remains clearly ahead, but by how much depends on how the electron moves.

## Beside a real film

The parameters are round values in the rough regime of a silicon nitride film. The field is about 5% of a rough breakdown field of 10 MV/cm, and low for strong conduction in such films; it was chosen so that the estimates above hold. Three assumptions deserve attention.

- **Permittivity.** The optical value supposes that the lattice does not follow the departing electron. This is reasonable but not certain. An electron that will cross the saddle with $kT$ to spare is fast inside the Coulomb well and, without collisions, travels from the core to the saddle in about 11 fs. That is shorter than the period of a fast lattice vibration, but not by a wide margin, and collisions would lengthen it. With a static value of 7, the donor lowering drops from 0.268 to 0.203 eV, which reduces its rate factor about thirteenfold if the prefactor is fixed, and about eightfold by Onsager's formula.
- **Isolation.** Traps at $6\times10^{18}$ cm⁻³ would be spaced by about $2r_s$ on a regular lattice, and real films may be that heavily trapped. Placed at random, they have nearest neighbours at only about 3 nm on average. Put a second empty donor at $2r_s$ down the field. In units of $\Delta/2$, and with $s=x/r_s$, the depth of the potential on the axis is $1/s+1/(2-s)+s$, whose minimum between the donors is 2.88. The neighbour also lowers the trap level by 0.5. The net lowering is $2.38\,\Delta/2=1.19\,\Delta$, about 0.05 eV more, or, with a fixed prefactor, a sevenfold faster rate of leaving the first trap. The electron then passes over the second donor, which may capture it, so this is not the rate of escape to the band.
- **A fixed level.** For a symmetric bound state the first-order shift in the field vanishes. The second-order shift is of order $(fa)^2/E_t=2\times10^{-4}$ eV, which is negligible here.

Direct tunnelling from the unexcited neutral trap is also negligible: setting $E=E_t$ in the penetration exponent gives 97, against $E_t/kT=39$ for thermal emission.

None of these changes puts a Coulomb tail on a neutral centre. Before equation (1) is applied to a film, the charge state of its *empty* traps has to be established. The depth of the level does not supply it, and neither does a short straight line against $\sqrt F$.

All numerical values are calculated from the stated model.
